# Largest equilibrium neutral fraction of a negative-U defect: test program

```python
"""Largest equilibrium neutral fraction of a defect with charges +1, 0, -1.
Result under test:
  f0max = 1/(1+A),  A = 2 sqrt(gp*gm)/g0 * exp(-U/(2kT)),  U = em - ep
  at Fermi energy mu* = (ep+em)/2 + (kT/2) ln(gp/gm)
ep = level(+/0), em = level(0/-), both without degeneracy terms;
g = (gp, g0, gm) = states per host atom for charges +1, 0, -1.
Energies in eV from the conduction-band edge; densities in cm^-3.
Example: isolated interstitial hydrogen in silicon, rough parameters.
"""
import itertools
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gammaln

KB = sc.k / sc.e  # eV/K


def fractions(mu, kT, ep, em, g):
    """Boltzmann populations from the three formation energies."""
    energy = np.array([mu - ep, 0.0, em - mu])
    weight = np.array(g) * np.exp(-(energy - energy.min()) / kT)
    return weight / weight.sum()


def numeric_peak(kT, ep, em, g, low=-3.0, high=3.0):
    """Direct numerical maximization of the neutral fraction."""
    res = minimize_scalar(lambda m: -np.log(fractions(m, kT, ep, em, g)[1]),
                          bounds=(low, high), method="bounded",
                          options={"xatol": 1e-11, "maxiter": 1000})
    return res.x, np.exp(-res.fun)


def amplitude(kT, U, g):
    return 2 * np.sqrt(g[0] * g[2]) / g[1] * np.exp(-U / (2 * kT))


def peak_formula(kT, U, g):
    return 1 / (1 + amplitude(kT, U, g))


def position_formula(kT, ep, em, g):
    return (ep + em) / 2 + kT / 2 * np.log(g[0] / g[2])


# Count bond centres and tetrahedral interstices in the diamond cubic cell
# (coordinates in quarters of the cubic lattice constant).
fcc = [(0, 0, 0), (0, 2, 2), (2, 0, 2), (2, 2, 0)]
atoms = set(fcc) | {tuple((c + 1) % 4 for c in p) for p in fcc}
shifts = list(itertools.product((-1, 1), repeat=3))


def atom_neighbours(p):
    return sum(tuple((a + b) % 4 for a, b in zip(p, s)) in atoms
               for s in shifts)


bonds = sum(atom_neighbours(p) for p in atoms) // 2
tetra = sum(p not in atoms and atom_neighbours(p) == 4
            for p in itertools.product(range(4), repeat=3))
bc_per_atom = bonds / len(atoms)
t_per_atom = tetra / len(atoms)
assert (bc_per_atom, t_per_atom) == (2.0, 1.0)

# Example parameters (rough)
T = 500.0
kT = KB * T
ep, em = -0.20, -0.60
U = em - ep
g = (bc_per_atom * 1, bc_per_atom * 2, t_per_atom * 1)
gap = 1.05
mass_n, mass_p = 1.1, 1.0   # density-of-states masses / electron mass
N_H = 1e16                  # isolated hydrogen
eps_r = 11.7

mu_num, f_num = numeric_peak(kT, ep, em, g)
mu_star = position_formula(kT, ep, em, g)
f_star = peak_formula(kT, U, g)
A = amplitude(kT, U, g)


# Test: populations from explicit counting of arrangements with exclusion
def log_choose(n, k):
    return gammaln(n + 1) - gammaln(k + 1) - gammaln(n - k + 1)


def counted_fractions(mu, n_def=30, n_host=1_000_000):
    logs, numbers = [], []
    for n0 in range(n_def + 1):
        for nm in range(n_def - n0 + 1):
            n_plus = n_def - n0 - nm
            n_bc = n_plus + n0
            log_w = (log_choose(2 * n_host, n_bc) + log_choose(n_bc, n0)
                     + n0 * np.log(2) + log_choose(n_host, nm)
                     - (n_plus * (mu - ep) + nm * (em - mu)) / kT)
            logs.append(log_w)
            numbers.append((n_plus, n0, nm))
    w = np.exp(np.array(logs) - max(logs))
    return w @ np.array(numbers) / w.sum() / n_def


count_error = 0.0
for mu in (mu_num, mu_num + 0.03, mu_num - 0.05):
    counted = counted_fractions(mu)
    ratio = counted / fractions(mu, kT, ep, em, g)
    count_error = max(count_error, np.max(np.abs(ratio - 1)))
# exclusion changes the result by about n_def/n_host = 3e-5
assert count_error < 2e-4

# Test: maximum and its position for many parameter sets, both signs of U
rng = np.random.default_rng(7)
worst_f = worst_mu = 0.0
for _ in range(60):
    t = rng.uniform(0.02, 0.09)
    a, b = rng.uniform(-0.8, 0.0, 2)
    gg = rng.uniform(0.5, 12.0, 3)
    m, f = numeric_peak(t, a, b, gg)
    worst_f = max(worst_f, abs(f / peak_formula(t, b - a, gg) - 1))
    # where the top is flat (large U > 0) the position is ill-conditioned
    if b < a:
        worst_mu = max(worst_mu, abs(m - position_formula(t, a, b, gg)))
assert worst_f < 1e-9 and worst_mu < 1e-6
assert abs(f_num / f_star - 1) < 1e-9 and abs(mu_num - mu_star) < 1e-6
f_at_peak = fractions(mu_num, kT, ep, em, g)
assert abs(f_at_peak[0] - f_at_peak[2]) < 1e-5

# Test: U = 0 against two independent spin orbitals filled by Fermi-Dirac
orbital = np.linspace(-5, 5, 2001)
occ = 1 / (np.exp(orbital) + 1)
independent_max = np.max(2 * occ * (1 - occ))
assert abs(independent_max - peak_formula(kT, 0.0, (1, 2, 1))) < 1e-12

# Test: width by root finding on both sides of the peak
half = lambda m: fractions(m, kT, ep, em, g)[1] - f_num / 2
width_num = (brentq(half, mu_num, mu_num + 0.5, xtol=1e-13)
             - brentq(half, mu_num - 0.5, mu_num, xtol=1e-13))
width = 2 * kT * np.arccosh(2 + 1 / A)
assert abs(width_num - width) < 1e-8

# Test: slope of ln(f/(1-f)) against 1/kT is U/2
logit = lambda beta: (lambda f: np.log(f / (1 - f)))(
    numeric_peak(1 / beta, ep, em, g)[1])
slope = (logit(1 / kT + 0.1) - logit(1 / kT - 0.1)) / 0.2
assert abs(slope - U / 2) < 1e-6

# Test: with mu* outside the allowed range the nearer edge is best
for lo, hi, edge in ((-0.3, 0.0, -0.3), (-1.0, -0.5, -0.5)):
    grid = np.linspace(lo, hi, 2001)
    vals = [fractions(m, kT, ep, em, g)[1] for m in grid]
    assert abs(grid[int(np.argmax(vals))] - edge) < 1e-12


# Carriers and charge neutrality
def band_density(mass):
    return 2 * (mass * sc.m_e * sc.k * T
                / (2 * np.pi * sc.hbar**2))**1.5 * 1e-6


Nc, Nv = band_density(mass_n), band_density(mass_p)
electrons = lambda mu: Nc * np.exp(mu / kT)
holes = lambda mu: Nv * np.exp(-(gap + mu) / kT)


def fermi_level(net_donors, hydrogen):
    def charge(mu):
        f = fractions(mu, kT, ep, em, g)
        return (holes(mu) - electrons(mu) + net_donors
                + hydrogen * (f[0] - f[2]))
    return brentq(charge, -gap, 0.0, xtol=1e-14, rtol=1e-14)


donors_star = electrons(mu_star) - holes(mu_star)
for hydrogen in (1e14, N_H):
    best = minimize_scalar(
        lambda x: -np.log(fractions(fermi_level(10**x, hydrogen),
                                    kT, ep, em, g)[1]),
        bounds=(14, 17.5), method="bounded", options={"xatol": 1e-9})
    assert abs(10**best.x / donors_star - 1) < 1e-4

# Sizes of neglected effects
dU = 0.10
f_weak, f_strong = peak_formula(kT, U + dU, g), peak_formula(kT, U - dU, g)

quanta_bc, quanta_t = (0.25, 0.03, 0.03), (0.10, 0.10, 0.10)
z_vib = lambda quanta: np.prod([1 / (1 - np.exp(-w / kT)) for w in quanta])
z_bc, z_t = z_vib(quanta_bc), z_vib(quanta_t)
f_vib = peak_formula(kT, U, (g[0] * z_bc, g[1] * z_bc, g[2] * z_t))

screening = (electrons(mu_star) + holes(mu_star)
             + N_H * (1 - f_star)) * 1e6
debye = np.sqrt(eps_r * sc.epsilon_0 * sc.k * T / (sc.e**2 * screening))
shift = sc.e / (8 * np.pi * eps_r * sc.epsilon_0 * debye)  # eV per charge
f_coul = peak_formula(kT, U - 2 * shift, g)

meta = 0.25
f_meta = peak_formula(
    kT, U, (g[0], g[1] + 2 * t_per_atom * np.exp(-meta / kT), g[2]))

eta = mu_star / kT
fd = 2 / np.sqrt(np.pi) * quad(
    lambda s: 2 * s * s / (1 + np.exp(s * s - eta)), 0, 8,
    epsabs=0, epsrel=1e-11)[0]
degeneracy_error = fd / np.exp(eta) - 1
assert abs(degeneracy_error) < 1e-3

sigma = 1e-15  # cm^2, same rough electron capture cross-section for all
capture = sigma * np.sqrt(3 * sc.k * T / (mass_n * sc.m_e)) * 100
up = capture * electrons(mu_star)
ion0 = capture * Nc * g[0] / g[1] * np.exp(ep / kT)
ionm = capture * Nc * g[1] / g[2] * np.exp(em / kT)
rates = np.array([[-up, ion0, 0], [up, -ion0 - up, ionm], [0, up, -ionm]])
relax = 1 / np.sort(-np.linalg.eigvals(rates).real)[1]

changes = {"error in U": f_weak / f_star, "vibrations": f_vib / f_star,
           "Coulomb": f_coul / f_star, "metastable": f_meta / f_star}
largest = max(changes, key=lambda k: abs(np.log(changes[k])))

print(f"temperature {T:.0f} K, kT = {kT:.5f} eV")
print(f"level(+/0) = Ec {ep:+.2f} eV, level(0/-) = Ec {em:+.2f} eV")
print(f"U = {U:.2f} eV, |U|/2 = {abs(U)/2:.2f} eV")
print(f"diamond cell: {len(atoms)} atoms, {bonds} bonds, {tetra} T sites")
print(f"degeneracies per atom (+,0,-) = {g[0]:.0f}, {g[1]:.0f}, {g[2]:.0f}")
print(f"exp(|U|/2kT) = {np.exp(-U/(2*kT)):.2f}")
print(f"prefactor 2 sqrt(gp gm)/g0 = {2*np.sqrt(g[0]*g[2])/g[1]:.4f}")
print(f"A = {A:.2f}")
print(f"maximum neutral fraction, formula   = {100*f_star:.4f} %")
print(f"maximum neutral fraction, numerical = {100*f_num:.4f} %")
print(f"fractions + and - at maximum = {100*f_at_peak[0]:.3f} %, "
      f"{100*f_at_peak[2]:.3f} %")
print(f"level midpoint = Ec {(ep+em)/2:+.4f} eV")
print(f"degeneracy shift of mu* = {mu_star-(ep+em)/2:+.4f} eV")
print(f"mu* = Ec {mu_star:+.4f} eV")
print(f"full width at half maximum = {width:.4f} eV = {width/kT:.3f} kT")
print(f"maximum with spin only (1,2,1) = "
      f"{100*peak_formula(kT,U,(1,2,1)):.4f} %")
print(f"maximum with all g = 1 = {100*peak_formula(kT,U,(1,1,1)):.4f} %")
print(f"U=0, independent spin orbitals: maximum = {independent_max:.4f}")
print(f"slope of ln(f/(1-f)) against 1/kT = {slope:.5f} eV")
for temp in (300, 400, 500, 600, 700):
    print(f"same U, {temp} K: maximum = "
          f"{100*peak_formula(KB*temp,U,g):.3g} %")
print(f"arrangement count: largest relative deviation = {count_error:.1e}")
print(f"gap {gap:.2f} eV; masses {mass_n:.1f}, {mass_p:.1f}")
print(f"Nc = {Nc:.3e} cm^-3, Nv = {Nv:.3e} cm^-3")
print(f"at mu*: n = {electrons(mu_star):.3e}, "
      f"p = {holes(mu_star):.3e} cm^-3")
print(f"net donors at maximum = {donors_star:.3e} cm^-3")
print(f"isolated hydrogen density = {N_H:.1e} cm^-3")
for donors in (1e15, 1e17):
    level = fermi_level(donors, N_H)
    print(f"net donors {donors:.0e} cm^-3: mu = Ec {level:+.4f} eV, "
          f"f0 = {100*fractions(level,kT,ep,em,g)[1]:.4f} %")
print(f"|U| smaller/larger by {dU:.2f} eV: maximum = "
      f"{100*f_weak:.3f} / {100*f_strong:.3f} %")
print(f"rough quanta, bond centre: {quanta_bc} eV")
print(f"rough quanta, T site: {quanta_t} eV")
print(f"vibrational sums: bond centre {z_bc:.3f}, T site {z_t:.3f}")
print(f"with thermal vibrations: maximum = {100*f_vib:.3f} %")
print(f"relative permittivity {eps_r:.1f}, "
      f"Debye length = {debye*1e9:.1f} nm")
print(f"Coulomb shift per charged state = {-1000*shift:.2f} meV")
print(f"with Coulomb shift: maximum = {100*f_coul:.4f} %")
print(f"neutral T site {meta:.2f} eV higher: maximum = {100*f_meta:.4f} %")
print(f"Fermi-Dirac change of n at mu* = {100*degeneracy_error:.4f} %")
print(f"capture cross-section {sigma:.0e} cm^2: "
      f"relaxation time = {relax:.2g} s")
print(f"largest sized change of the maximum: {largest}, "
      f"factor {changes[largest]:.2f}")
print("all assertions hold")
```

Running it gives:

```
temperature 500 K, kT = 0.04309 eV
level(+/0) = Ec -0.20 eV, level(0/-) = Ec -0.60 eV
U = -0.40 eV, |U|/2 = 0.20 eV
diamond cell: 8 atoms, 16 bonds, 8 T sites
degeneracies per atom (+,0,-) = 2, 4, 1
exp(|U|/2kT) = 103.73
prefactor 2 sqrt(gp gm)/g0 = 0.7071
A = 73.35
maximum neutral fraction, formula   = 1.3450 %
maximum neutral fraction, numerical = 1.3450 %
fractions + and - at maximum = 49.327 %, 49.327 %
level midpoint = Ec -0.4000 eV
degeneracy shift of mu* = +0.0149 eV
mu* = Ec -0.3851 eV
full width at half maximum = 0.1142 eV = 2.650 kT
maximum with spin only (1,2,1) = 0.9548 %
maximum with all g = 1 = 0.4797 %
U=0, independent spin orbitals: maximum = 0.5000
slope of ln(f/(1-f)) against 1/kT = -0.20000 eV
same U, 300 K: maximum = 0.0617 %
same U, 400 K: maximum = 0.425 %
same U, 500 K: maximum = 1.35 %
same U, 600 K: maximum = 2.87 %
same U, 700 K: maximum = 4.88 %
arrangement count: largest relative deviation = 1.6e-05
gap 1.05 eV; masses 1.1, 1.0
Nc = 6.229e+19 cm^-3, Nv = 5.399e+19 cm^-3
at mu*: n = 8.187e+15, p = 1.072e+13 cm^-3
net donors at maximum = 8.176e+15 cm^-3
isolated hydrogen density = 1.0e+16 cm^-3
net donors 1e+15 cm^-3: mu = Ec -0.4046 eV, f0 = 1.2196 %
net donors 1e+17 cm^-3: mu = Ec -0.2817 eV, f0 = 0.2449 %
|U| smaller/larger by 0.10 eV: maximum = 4.170 / 0.425 %
rough quanta, bond centre: (0.25, 0.03, 0.03) eV
rough quanta, T site: (0.1, 0.1, 0.1) eV
vibrational sums: bond centre 3.987, T site 1.363
with thermal vibrations: maximum = 2.278 %
relative permittivity 11.7, Debye length = 39.3 nm
Coulomb shift per charged state = -1.57 meV
with Coulomb shift: maximum = 1.2976 %
neutral T site 0.25 eV higher: maximum = 1.3470 %
Fermi-Dirac change of n at mu* = -0.0046 %
capture cross-section 1e-15 cm^2: relaxation time = 1.6e-07 s
largest sized change of the maximum: error in U, factor 3.10
all assertions hold
```
